**Screened LMTO structure constants on a bcc lattice**

The program tests why $S^\alpha=S(1-\alpha S)^{-1}$ is short ranged. Here $S$ is the bare structure matrix for zero-energy $s$, $p$, $d$ envelopes, $\alpha$ holds the screening constants 0.3485, 0.0530 and 0.0107, and $w$ is the Wigner-Seitz radius. It asserts that $S$ agrees with angular quadrature of a displaced envelope, that a 537-site cluster agrees with Brillouin-zone integration of an Ewald sum, and that the screened tail vanishes on a neighbour's hard spheres for $l\le2$. It also asserts that the small-$k$ limit no longer depends on direction between [001] and [111], that the screening charges cancel the monopole, and that $1-\sqrt\alpha S\sqrt\alpha$ respects its hard-sphere lower bound at the sampled $k$ points. In the $s$-only model, the rate and wavenumber of the plane sums must match a complex zero of $1/\alpha_s-S_{ss}$; the output gives 1.546 and 2.049 per $w$. With $\alpha_s=0.6$ a pole appears at real $k$, so a finite limit at $k=0$ does not by itself ensure decay. The shell fit gives a decay length of about $0.29\,w$ with large scatter, and a steep power law fits almost as well over the same range. The exponential form is supported by the contour shift, by the distant plane sums and by the growing effective power along [111].

## Program and output

```python
"""Why screened (tight-binding) LMTO structure constants are short ranged.

Result under test: for a bcc lattice and s, p, d envelopes of zero kinetic
energy, the bare structure matrix S decays as a power of distance, while
    S_screened = S (1 - alpha S)^-1,  alpha = 0.3485, 0.0530, 0.0107,
decays exponentially: the k=0 singularity is removed AND 1/alpha - S(k)
stays positive definite at all real k (non-overlapping hard spheres).
The nearest complex zero of det(1/alpha - S) sets rate and oscillation.

Symbols: w = Wigner-Seitz radius = 1 (unit of length); K_L = r^(-l-1) Y_L;
J_L = r^l Y_L / (2(2l+1)); K_L centred elsewhere = -sum J_L' S_L'L;
hard-sphere radius a_l: J_l - alpha_l K_l = 0 at r = a_l.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import cho_factor, cho_solve
from scipy.optimize import brentq
from scipy.special import erfc

PI = np.pi
ELL = np.array([0] + [1] * 3 + [2] * 5)
ALPHA_L = np.array([0.3485, 0.0530, 0.0107])
ALPHA = ALPHA_L[ELL]
ROOT = np.sqrt(ALPHA)
LVALS = np.arange(3)
HARD = (2 * (2 * LVALS + 1) * ALPHA_L) ** (1 / (2 * LVALS + 1))
CELL = 4 * PI / 3
LATTICE = (2 * CELL) ** (1 / 3)        # cubic lattice constant
HALF = LATTICE / 2                     # spacing of (001) planes
NEAREST = np.sqrt(3) * HALF

# Real solid harmonics: integer polynomials times normalisation factors.
NORM = np.sqrt(np.array([1, 3, 3, 3, 15, 15, 5 / 4, 15, 15 / 4]) / (4 * PI))
DFAC = np.array([1, 1, 3])[ELL]        # (2l-1)!!
PREF = -8 * PI * (-1.0) ** ELL[None, :] / np.outer(DFAC, DFAC)


def polynomials(x, y, z):
    return [x * 0 + 1, y, z, x, x * y, y * z,
            2 * z * z - x * x - y * y, x * z, x * x - y * y]


def solid(v):
    """Solid harmonics r^l Y_L, also for complex vectors."""
    return np.stack(polynomials(v[..., 0], v[..., 1], v[..., 2]), -1) * NORM


def make_kernel():
    """Harmonic derivatives of a radial function F; g_n = (d/(r dr))^n F."""
    x, y, z = sp.symbols("x y z")
    g = sp.symbols("g0:5")
    poly = polynomials(x, y, z)
    entries = []
    for i in range(9):
        for j in range(9):
            p = sp.expand(poly[i] * poly[j])
            order = int(ELL[i] + ELL[j])
            total, step = 0, 0
            while p != 0:
                total += p * g[order - step] / (2**step * sp.factorial(step))
                p = sp.expand(sum(sp.diff(p, c, 2) for c in (x, y, z)))
                step += 1
            entries.append(total)
    return sp.lambdify((x, y, z) + tuple(g), entries, "numpy")


KERNEL = make_kernel()


def structure(x, g):
    """Structure block; x = target site minus source site."""
    entries = KERNEL(x[:, 0], x[:, 1], x[:, 2], *g)
    block = np.stack(entries, -1).reshape(len(x), 9, 9)
    return block * np.outer(NORM, NORM) * PREF


def bare(x):
    r = np.linalg.norm(x, axis=1)
    zero = r < 1e-9
    r = np.where(zero, 1.0, r)
    g = [(-1) ** n * f / r ** (2 * n + 1)
         for n, f in enumerate((1, 1, 3, 15, 105))]
    out = structure(x, g)
    out[zero] = 0
    return out


# ---- lattice sites (integer coordinates in units of HALF) ----
axis = np.arange(-8, 9)
sites = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
same_parity = np.all((sites - sites[:, :1]) % 2 == 0, axis=1)
sites = sites[same_parity]
sites = sites[(sites**2).sum(1) <= 64]
sites = sites[np.argsort((sites**2).sum(1), kind="stable")]
n2 = (sites**2).sum(1)
nsite = len(sites)
positions = HALF * sites
dist = HALF * np.sqrt(n2)

# ---- Bloch sum of S by Ewald's method, valid for complex k ----
ETA = 1.1
NEAR = positions[(n2 > 0) & (n2 <= 50)]
rn = np.linalg.norm(NEAR, axis=1)
b = [erfc(ETA * rn) / rn]
for n in range(1, 5):
    gauss = (2 * ETA**2) ** n / (ETA * np.sqrt(PI)) * np.exp(-(ETA * rn) ** 2)
    b.append(((2 * n - 1) * b[-1] + gauss) / rn**2)
SHORT = structure(-NEAR, [(-1) ** n * b[n] for n in range(5)])
self_g = [np.array([-2 * ETA / np.sqrt(PI) * (-2 * ETA**2) ** n / (2 * n + 1)])
          for n in range(5)]
ONSITE = structure(np.zeros((1, 3)), self_g)[0]
m = np.arange(-5, 6)
GVEC = np.array(np.meshgrid(m, m, m, indexing="ij")).reshape(3, -1).T
GVEC = GVEC[(GVEC.sum(1) % 2 == 0) & ((GVEC**2).sum(1) <= 34)]
GVEC = GVEC * 2 * PI / LATTICE


def bloch(k):
    k = np.atleast_2d(k).astype(complex)
    total = np.tensordot(np.exp(1j * k @ NEAR.T), SHORT, 1) + ONSITE
    q = k[:, None, :] + GVEC[None]
    q2 = (q * q).sum(-1)
    v = solid(q) * 1j**ELL
    weight = 4 * PI / CELL * np.exp(-q2 / (4 * ETA**2)) / q2
    left = (v * weight[..., None]).transpose(0, 2, 1)
    return total + PREF * np.matmul(left, v)


def screen(s):
    return s @ np.linalg.inv(np.eye(9) - ALPHA[:, None] * s)


def along_z(kz):
    kz = np.atleast_1d(kz).astype(complex)
    return np.stack([0 * kz, 0 * kz, kz], -1)


# ---- test: S against angular quadrature of the displaced envelope ----
ct, wt = np.polynomial.legendre.leggauss(20)
phi = 2 * PI * np.arange(40) / 40
st = np.sqrt(1 - ct**2)
normals = np.stack([np.outer(st, np.cos(phi)), np.outer(st, np.sin(phi)),
                    np.outer(ct, np.ones(40))], -1).reshape(-1, 3)
wq = np.repeat(wt, 40) * 2 * PI / 40
ylm = solid(normals)


def envelope(x):
    r = np.linalg.norm(x, axis=-1)[..., None]
    return solid(x) / r ** (2 * ELL + 1)


source = np.array([1.1, -0.7, 1.6])
rho = 0.5
projected = (ylm * wq[:, None]).T @ envelope(rho * normals - source)
expected = -bare(-source[None])[0] * (
    rho**ELL / (2 * (2 * ELL + 1)))[:, None]
err_expansion = abs(projected - expected).max()
assert err_expansion < 1e-10

# ---- finite bcc cluster: column of the screened matrix for the centre ----
diff = sites[:, None, :] - sites[None, :, :] + 16
code = (diff @ np.array([33 * 33, 33, 1])).ravel()
unique, inverse = np.unique(code, return_inverse=True)
vectors = np.stack([unique // 1089, unique // 33 % 33, unique % 33], -1) - 16
table = -bare(HALF * vectors) * np.outer(ROOT, ROOT)
size = 9 * nsite
matrix = table[inverse.ravel()].reshape(nsite, nsite, 9, 9)
matrix = matrix.transpose(0, 2, 1, 3).reshape(size, size)
bare_col = -matrix[:, :9]
matrix.flat[:: size + 1] += 1
factor = cho_factor(matrix.T, lower=True, overwrite_a=True, check_finite=False)
scaled = cho_solve(factor, bare_col).reshape(nsite, 9, 9)
del matrix, factor
bare_col = bare_col.reshape(nsite, 9, 9)
screened = scaled / np.outer(ROOT, ROOT)
norm_bare = np.linalg.norm(bare_col, axis=(1, 2))
norm_scr = np.linalg.norm(scaled, axis=(1, 2))

# ---- test: cluster against Brillouin-zone integral of the infinite crystal
frac = (np.arange(8) + 0.5) / 8 - 0.5
frac = np.array(np.meshgrid(frac, frac, frac, indexing="ij")).reshape(3, -1).T
recip = 2 * PI / LATTICE * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
kmesh = frac @ recip
s_mesh = bloch(kmesh)
inner = n2 <= 12
phases = np.exp(1j * positions[inner] @ kmesh.T) / len(kmesh)
crystal = np.tensordot(phases, screen(s_mesh), 1)
err_crystal = abs(crystal - screened[inner]).max()
assert err_crystal < 1e-7

# ---- test: screened tail vanishes on the hard spheres of a neighbour ----
coef = ALPHA * screened[:, :, 0]
coef[0, 0] += 1
neighbour = int(np.where((sites == 1).all(1))[0][0])
tail_scr, tail_bare = [], []
for l in range(3):
    points = positions[neighbour] + HARD[l] * normals
    env = envelope(points[:, None, :] - positions[None])
    field = np.einsum("pil,il->p", env, coef)
    pick = ylm[:, ELL == l] * wq[:, None]
    tail_scr.append(abs(pick.T @ field).max())
    tail_bare.append(abs(pick.T @ env[:, 0, 0]).max())
assert max(tail_scr) < 1e-9 and min(tail_bare) > 1e-3

# ---- test: small-k limit, two directions ----
tiny = 1e-4
k_two = tiny * np.array([[0, 0, 1], np.ones(3) / np.sqrt(3)])
s_two = bloch(k_two)
scr_two = screen(s_two)
jump_bare = abs(s_two[0, 1:4, 1:4] - s_two[1, 1:4, 1:4]).max()
jump_scr = abs(scr_two[0] - scr_two[1]).max()
assert jump_bare > 1 and jump_scr < 0.02
assert abs(s_two[0, 0, 0] * tiny**2 + 6) < 1e-5
assert abs(scr_two[0, 0, 0] + 1 / ALPHA[0]) < 1e-4
sum_rule = screened[:, 0, 0].sum()
assert abs(sum_rule + 1 / ALPHA[0]) < 1e-6

# ---- test: positive definiteness and its hard-sphere bound ----
special = PI / LATTICE * np.array([[0, 0, 2], [1, 1, 1], [1, 1, 0]])
s_all = np.concatenate([s_mesh, bloch(special)])
lowest = np.linalg.eigvalsh(np.eye(9) - s_all * np.outer(ROOT, ROOT)).min()
touch = NEAREST / 2
bound = (1 - (HARD / touch) ** (2 * LVALS + 1)).min()
assert bound > 0 and lowest >= bound - 1e-10

# ---- test: analytic strip, by shifting the Fourier contour (full spd) ----
kz = ((np.arange(64) + 0.5) / 64 - 0.5) * 2 * PI / HALF
SHIFT = 2.0


def plane_sums(values, k, n):
    phase = np.exp(-1j * k * n * HALF)
    return np.tensordot(phase, values, 1) / len(k)


scr_real = screen(bloch(along_z(kz)))
k_shift = kz + 1j * SHIFT
scr_shift = screen(bloch(along_z(k_shift)))
err_shift = max(abs(plane_sums(scr_real, kz, n)
                    - plane_sums(scr_shift, k_shift, n)).max()
                for n in range(-3, 4))
assert err_shift < 1e-7
planes = [screened[sites[:, 2] == n, 0, 0].sum() for n in range(5)]
err_plane = max(abs(planes[n] - plane_sums(scr_real, kz, n)[0, 0])
                for n in range(5))
assert err_plane < 1e-7

# ---- test: distant spd plane sums are exponential, not a power law ----
# A power law has equal logarithmic drops for equal ratios of distance.
FAR = (3, 6, 12)
far_norm = np.array([np.linalg.norm(
    plane_sums(scr_shift, k_shift, -n) * np.outer(ROOT, ROOT)) for n in FAR])
far_drop = -np.diff(np.log(far_norm))
rate_spd = far_drop[1] / ((FAR[2] - FAR[1]) * HALF)
assert far_drop[1] / far_drop[0] > 1.3

# ---- test: s-only model, plane sums against the nearest complex zero ----


def s_only(k):
    return bloch(along_z(k))[:, 0, 0]


def zero_function(k):
    return 1 / ALPHA[0] - s_only(k)


ss = s_only(kz)
ss_scr = ss / (1 - ALPHA[0] * ss)
t = [plane_sums(ss_scr, kz, n).real for n in (6, 7, 8, 9)]
# A damped oscillation obeys t[n+1] = p t[n] - q t[n-1].
p_rec, q_rec = np.linalg.solve([[t[1], -t[0]], [t[2], -t[1]]], [t[2], t[3]])
assert q_rec > 0 and abs(p_rec) < 2 * np.sqrt(q_rec)
rate_planes = -np.log(q_rec) / (2 * HALF)
wave_planes = np.arccos(p_rec / (2 * np.sqrt(q_rec))) / HALF
re_grid, im_grid = np.meshgrid(np.linspace(0, PI / HALF, 24),
                               np.linspace(0.2, 3.0, 24))
trial = (re_grid + 1j * im_grid).ravel()
k_zero = trial[np.argmin(abs(zero_function(trial)))]
for _ in range(20):
    slope = (zero_function(k_zero + 1e-5)[0]
             - zero_function(k_zero - 1e-5)[0]) / 2e-5
    k_zero = k_zero - zero_function(k_zero)[0] / slope
assert abs(zero_function(k_zero)[0]) < 1e-8
assert abs(rate_planes / k_zero.imag - 1) < 1e-3
assert abs(wave_planes / abs(k_zero.real) - 1) < 1e-3
assert rate_spd > rate_planes          # p and d screening shorten the range

# ---- test: too strong screening puts a pole on the real k axis ----
TOO_LARGE = 0.6
k_h = 2 * PI / LATTICE
pole_k = brentq(lambda k: 1 - TOO_LARGE * s_only(k)[0].real, 0.1, k_h)
s_h = s_only(k_h)[0].real
assert 1 - TOO_LARGE * s_h < 0 < 1 - ALPHA[0] * s_h
assert 2 * TOO_LARGE > touch

# ---- test: on the cluster, faster than the fastest bare power, R^-5 ----
line = [int(np.where((sites == n).all(1))[0][0]) for n in (1, 2, 4)]


def effective_powers(norm):
    """Exponent of R over each doubling of the distance along [111]."""
    return -np.diff(np.log(norm[line])) / np.log(2)


power_scr, power_bare = effective_powers(norm_scr), effective_powers(norm_bare)
assert power_scr[1] > 5 > power_bare[1]
assert norm_scr[line[2]] / norm_bare[line[2]] < 1e-4

# ---- fit over shells ----
shells = [s for s in np.unique(n2) if 0 < s <= 36]
radius = HALF * np.sqrt(np.array(shells))
value = np.array([norm_scr[n2 == s].max() for s in shells])
fit_exp = np.polyfit(radius, np.log(value), 1)
fit_pow = np.polyfit(np.log(radius), np.log(value), 1)
rms_exp = np.std(np.log(value) - np.polyval(fit_exp, radius))
rms_pow = np.std(np.log(value) - np.polyval(fit_pow, np.log(radius)))
length = -1 / fit_exp[0]
assert length > 0
W_BOHR = 3.0
bohr_nm = physical_constants["Bohr radius"][0] * 1e9

print("alpha s, p, d (dimensionless):", *ALPHA_L)
print("hard-sphere radii s, p, d (w):", *np.round(HARD, 4))
print(f"lattice constant {LATTICE:.4f} w, nearest distance {NEAREST:.4f} w")
print(f"touching-sphere radius: {touch:.4f} w")
print(f"cluster: {nsite} sites, {size} orbitals, radius {dist.max():.3f} w")
print(f"expansion theorem, largest error: {err_expansion:.1e}")
print(f"cluster minus infinite crystal, largest: {err_crystal:.1e}")
print("tail on neighbour's spheres, bare s,p,d:",
      *[f"{v:.4f}" for v in tail_bare])
print("tail on neighbour's spheres, screened:",
      *[f"{v:.1e}" for v in tail_scr])
print(f"small k used: {tiny:.0e} /w")
print(f"bare S_ss at small k: {s_two[0, 0, 0].real:.4e}")
print("bare S_zz, k along 001 and 111:",
      *np.round(s_two[:, 2, 2].real, 4))
print("screened S_zz, k along 001 and 111:",
      *np.round(scr_two[:, 2, 2].real, 4))
print(f"screened S_ss at small k: {scr_two[0, 0, 0].real:.5f}")
print(f"-1/alpha_s: {-1 / ALPHA[0]:.5f}; cluster sum: {sum_rule:.5f}")
print(f"lowest eigenvalue of 1-sqrt(a)S sqrt(a), sampled k: {lowest:.4f}")
print(f"hard-sphere lower bound for it: {bound:.4f}")
print("R (w) | bare block norm | screened block norm (both scaled by alpha)")
for s, r, v in zip(shells, radius, value):
    print(f"  {r:.3f} | {norm_bare[n2 == s].max():.3e} | {v:.3e}")
print("screened S_ss, on site and shells 1-3:",
      *[f"{screened[n2 == s, 0, 0][0]:.5f}" for s in (0, 3, 4, 8)])
print("bare S_ss, shells 1-3:",
      *[f"{-2 / (HALF * np.sqrt(s)):.5f}" for s in (3, 4, 8)])
print("screened ss sums over (001) planes 0-4:",
      *[f"{v:.3e}" for v in planes])
print(f"contour shift {SHIFT} /w, largest change: {err_shift:.1e}")
print("spd plane-sum norms, planes 3, 6, 12:",
      *[f"{v:.3e}" for v in far_norm])
print("their logarithmic drops per doubling:", *np.round(far_drop, 3))
print(f"spd mean rate, planes 6 to 12: {rate_spd:.4f} /w")
print("effective powers along 111, screened:", *np.round(power_scr, 3))
print("effective powers along 111, bare:", *np.round(power_bare, 3))
print(f"s-only from planes 6-9: rate {rate_planes:.4f} /w,"
      f" wavenumber {wave_planes:.4f} /w")
print(f"s-only complex zero: imaginary part {k_zero.imag:.4f} /w,"
      f" real part {abs(k_zero.real):.4f} /w")
print(f"S_ss at zone corner H: {s_h:.4f}")
print(f"s-only, alpha_s={TOO_LARGE}: real pole at kz = {pole_k:.4f} /w")
print(f"shell fit: rate {-fit_exp[0]:.3f} /w, decay length {length:.4f} w")
print(f"rms misfit of ln(norm): exponential {rms_exp:.3f}, "
      f"power law {rms_pow:.3f}; fitted power {-fit_pow[0]:.2f}")
print(f"for w = {W_BOHR} bohr: decay length {length * W_BOHR:.3f} bohr"
      f" = {length * W_BOHR * bohr_nm:.4f} nm")
print("all assertions hold")
```

Running it gives:

```
alpha s, p, d (dimensionless): 0.3485 0.053 0.0107
hard-sphere radii s, p, d (w): 0.697 0.6826 0.6396
lattice constant 2.0310 w, nearest distance 1.7589 w
touching-sphere radius: 0.8794 w
cluster: 537 sites, 4833 orbitals, radius 8.124 w
expansion theorem, largest error: 2.5e-15
cluster minus infinite crystal, largest: 1.1e-11
tail on neighbour's spheres, bare s,p,d: 0.5685 0.0735 0.0194
tail on neighbour's spheres, screened: 8.7e-16 1.9e-16 1.4e-16
small k used: 1e-04 /w
bare S_ss at small k: -6.0000e+08
bare S_zz, k along 001 and 111: -12.0 0.0
screened S_zz, k along 001 and 111: 8.7977 8.7977
screened S_ss at small k: -2.86944
-1/alpha_s: -2.86944; cluster sum: -2.86944
lowest eigenvalue of 1-sqrt(a)S sqrt(a), sampled k: 0.3015
hard-sphere lower bound for it: 0.2075
R (w) | bare block norm | screened block norm (both scaled by alpha)
  1.759 | 4.928e-01 | 3.727e-01
  2.031 | 3.985e-01 | 1.394e-01
  2.872 | 2.588e-01 | 9.808e-04
  3.368 | 2.165e-01 | 4.661e-04
  3.518 | 2.064e-01 | 8.665e-04
  4.062 | 1.768e-01 | 2.755e-04
  4.426 | 1.614e-01 | 9.006e-06
  4.541 | 1.571e-01 | 3.601e-06
  4.975 | 1.428e-01 | 4.199e-06
  5.277 | 1.344e-01 | 6.832e-06
  5.744 | 1.231e-01 | 3.824e-08
  6.008 | 1.175e-01 | 2.996e-08
  6.093 | 1.159e-01 | 5.383e-07
screened S_ss, on site and shells 1-3: 3.09189 -0.59239 -0.20206 -0.00002
bare S_ss, shells 1-3: -1.13709 -0.98475 -0.69632
screened ss sums over (001) planes 0-4: 2.285e+00 -2.376e+00 -1.984e-01 -3.228e-03 4.121e-04
contour shift 2.0 /w, largest change: 8.6e-12
spd plane-sum norms, planes 3, 6, 12: 1.561e-03 5.484e-07 1.299e-15
their logarithmic drops per doubling: 7.953 19.861
spd mean rate, planes 6 to 12: 3.2597 /w
effective powers along 111, screened: 8.749 14.357
effective powers along 111, bare: 1.256 1.045
s-only from planes 6-9: rate 1.5458 /w, wavenumber 2.0494 /w
s-only complex zero: imaginary part 1.5458 /w, real part 2.0494 /w
S_ss at zone corner H: 2.0043
s-only, alpha_s=0.6: real pole at kz = 2.0805 /w
shell fit: rate 3.447 /w, decay length 0.2901 w
rms misfit of ln(norm): exponential 1.237, power law 1.358; fitted power 12.32
for w = 3.0 bohr: decay length 0.870 bohr = 0.0461 nm
all assertions hold
```
